# Quantum Rabi Model: Displaced Oscillators and the Generalized Rotating-Wave Approximation, part 2

A two-level molecule is strongly coupled to one lossless cavity mode. In Hartree atomic units ($\hbar=1$, $1$ Ha $=27.211386$ eV),

$$H=\omega a^\dagger a+\frac{\omega_0}{2}\sigma_z+g\,\sigma_x(a+a^\dagger),\tag{1}$$

with $\sigma_z|e\rangle=|e\rangle$, $\sigma_z|g\rangle=-|g\rangle$, $\sigma_+=|e\rangle\langle g|$, $\sigma_-=|g\rangle\langle e|$, $\sigma_x=\sigma_++\sigma_-$. Let $\lambda=g/\omega$, $x=4\lambda^2$, $A=a^\dagger-a$, $U=e^{\lambda\sigma_xA}$. Then $H'=UHU^\dagger$ is exactly

$$H'=\omega a^\dagger a-\frac{g^2}{\omega}+\frac{\omega_0}{2}V,\qquad V=\sigma_z\cosh2\lambda A-(\sigma_+-\sigma_-)\sinh2\lambda A.\tag{4}$$

The $\cosh$ (even $m-n$) and $\sinh$ (odd $m-n$) have elements $D_{mn}=\langle m|D(2\lambda)|n\rangle$, where $D(\beta)=e^{\beta A}$ and

$$\langle m|D(\beta)|n\rangle=\sqrt{\frac{n!}{m!}}\;\beta^{m-n}e^{-\beta^2/2}L_n^{m-n}(\beta^2),\qquad m\ge n.\tag{2}$$

Here $L_n^d$ are associated Laguerre polynomials, $L_n=L_n^0$, and $\sum_mD_{mn}^2=1$.

The diagonal of $H'$ gives the displaced-oscillator (DO) levels $E(s,n)=n\omega-g^2/\omega+s\omega_0G_n/2$, with $G_n=e^{-x/2}L_n(x)$ and $s=\pm1$ for $e,g$. Their second-order shift is

$$\Delta^{(2)}_n=\frac{\omega_0^2}{4\omega}\sum_{m\ne n}\frac{D_{mn}^2}{n-m},\tag{6}$$

$$\Delta^{(2)}_0=-\frac{\omega_0^2}{4\omega}\,e^{-x}\left[\mathrm{Ei}(x)-\ln x-\gamma\right].\tag{7}$$

The bracket equals $J(x)=\int_0^x\frac{e^t-1}{t}\,dt$.

Parity $\Pi=-\sigma_z(-1)^{a^\dagger a}$ is conserved. $E_k^p$ is the exact $k$-th level, from zero, of parity $p$; levels of one parity never cross for $g\ne0$. The signed splitting $S_n=E_n^{-(-1)^n}-E_n^{(-1)^n}$ is odd in $\omega_0$, so its DO value $\omega_0G_n$ has a cubic error. At $n=1$ the exact crossing is at $4g^2+\omega_0^2/4=\omega^2$.

For $\omega=0.1$, $\omega_0=0.02$, $g=0.06$ Ha, the $n=0$ levels are $-0.0408675$ and $-0.0311325$ Ha in DO, and $-0.0413538$ and $-0.0316796$ Ha exactly. "The check" is the accompanying numerical check.

Near $\omega_0=\omega$ at weak coupling, $|e,n\rangle$ and $|g,n+1\rangle$ are nearly degenerate, and DO neglects their coupling

$$\langle e,n|H'|g,n+1\rangle=\frac{\omega_0}{2}F_n,\qquad F_n=\frac{2\lambda\,e^{-x/2}L_n^1(x)}{\sqrt{n+1}}.\tag{10}$$

This element must be kept. What rule decides what else is kept?

**A.** The rule of the ordinary rotating-wave approximation (RWA), applied to $H'$ in place of $H$. Let $N=a^\dagger a+\sigma_+\sigma_-$ count excitations. The RWA keeps the elements of $H$ between states of equal $N$. The generalized version (GRWA) keeps the elements of $H'$ between states of equal $N$. A $\cosh$ element preserves the spin, so equal $N$ requires $m=n$. The $\sigma_+\sinh$ term raises the spin, so it must remove exactly one photon, and $\sigma_-\sinh$ must add one. What remains is the DO diagonal and the elements (10). The state $|g,0\rangle$ has $N=0$ and stands alone. Each $N=n+1\ge1$ holds the pair $|e,n\rangle,|g,n+1\rangle$.

Three kinds of element are dropped. The counter-rotating one-photon element is $\langle e,n+1|H'|g,n\rangle=-\frac{\omega_0}2D_{n+1,n}=-\frac{\omega_0}2F_n$. The $\cosh$ elements change the photon number by $2,4,\dots$, and the remaining $\sinh$ elements change it by $3,5,\dots$.

**Q.** The counter-rotating element has exactly the size of the one you keep. Why is dropping it any better than in the ordinary RWA?

**A.** The reason for dropping it is the energy distance, not the size. It joins states separated by $\omega+\frac{\omega_0}2(G_n+G_{n+1})$, about $2\omega$ at weak resonant coupling, whereas the kept one joins states that are nearly degenerate there. This argument needs $G_n+G_{n+1}>0$. Where the sum is negative, as it can be at larger $\lambda$, the dropped element joins the closer pair. The gain over the RWA lies in how the dropped elements behave as $g$ grows. In $H$ the counter-rotating element is $g\sqrt{n+1}$, unbounded in $g$ and $n$. In $H'$ every dropped element is at most $\omega_0/2$ in modulus because $|D_{mn}|\le1$, and the shift $-g^2/\omega$ is already exact. For $\omega_0\ll\omega$ that makes the dropped part small. At $\omega_0=\omega$ and intermediate $\lambda$ there is no small parameter, and the accuracy must be judged against the exact spectrum.

**Q.** Solve the blocks.

**A.** The single state gives

$$E_0=E(g,0)=-\frac{g^2}\omega-\frac{\omega_0}2e^{-2\lambda^2}.\tag{11}$$

For block $n$ define the mean, the half-detuning and the coupling,

$$\bar E_n=\tfrac12\left[E(e,n)+E(g,n+1)\right]=(n+\tfrac12)\omega-\frac{g^2}\omega+\frac{\omega_0}4(G_n-G_{n+1}),$$

$$\delta_n=\tfrac12\left[E(g,n+1)-E(e,n)\right]=\frac\omega2-\frac{\omega_0}4(G_n+G_{n+1}),\qquad b_n=\frac{\omega_0}2F_n .$$

In the basis $(|e,n\rangle,|g,n+1\rangle)$ the block is $\bar E_n$ plus the matrix with diagonal $(-\delta_n,\delta_n)$ and off-diagonal $b_n$. Its determinant condition is $(-\delta_n-\epsilon)(\delta_n-\epsilon)-b_n^2=0$, or $\epsilon^2=\delta_n^2+b_n^2$. Hence

$$E_{n,\pm}=\bar E_n\pm\sqrt{\left[\frac\omega2-\frac{\omega_0}4(G_n+G_{n+1})\right]^2+\left(\frac{\omega_0F_n}2\right)^2}.\tag{12}$$

For $\omega_0\le\omega$, $|G_n|\le1$ makes $\delta_n\ge0$, so $E_{n,-}$ continues $E(e,n)$ and $E_{n,+}$ continues $E(g,n+1)$. They approximate the exact levels $n$ and $n+1$ of parity $-(-1)^n$. The RWA blocks of $H$ have diagonal $n\omega+\omega_0/2$ and $(n+1)\omega-\omega_0/2$ and coupling $g\sqrt{n+1}$, so the same algebra gives $(n+\tfrac12)\omega\pm\sqrt{(\omega-\omega_0)^2/4+g^2(n+1)}$, with $-\omega_0/2$ for the single state. The check forms $UHU^\dagger$ numerically and asserts that its equal-$N$ blocks have the element (10) and the eigenvalues (12).

**Q.** Does it repair the resonance?

**A.** At leading order in $g$, yes. For $\omega_0=\omega$, $\delta_n\approx2\lambda^2\omega(n+1)$ and $b_n\approx g\sqrt{n+1}$. The root is $b_n\sqrt{1+\delta_n^2/b_n^2}$ with $\delta_n^2/b_n^2=O(\lambda^2)$, so $E_{n,+}-E_{n,-}=2g\sqrt{n+1}\,[1+O(\lambda^2)]$ and $\bar E_n\to(n+\tfrac12)\omega$. This is the Jaynes–Cummings ladder, which the DO distance $2\delta_n$ misses. The check asserts at weak resonant coupling that the exact and GRWA splittings match $2g\sqrt{n+1}$ and that the DO distance is a small fraction of it.

**Q.** And for $\omega_0\ll\omega$ it contains the DO result plus more of the Hamiltonian, so it must be better in every respect.

**A.** It returns to the DO result, but it is not better in every respect. For small $\omega_0$, $\delta_n\approx\omega/2\gg b_n$ and $\sqrt{\delta_n^2+b_n^2}\approx\delta_n+b_n^2/2\delta_n\approx\delta_n+b_n^2/\omega$. So

$$E_{n,-}\approx E(e,n)-\frac{\omega_0^2F_n^2}{4\omega},\qquad E_{n,+}\approx E(g,n+1)+\frac{\omega_0^2F_n^2}{4\omega},\tag{13}$$

which the check asserts. Compare with (6). The first shift is the term $m=n+1$ of $\Delta_n^{(2)}$, and the second is the term $m=n$ of $\Delta^{(2)}_{n+1}$. Each level in a block receives one term of its second-order sum, and the single state $|g,0\rangle$ receives none, so the two members of doublet $n$ are shifted differently. Subtracting, with $F_{-1}=0$,

$$S_n^{\rm GRWA}\approx\omega_0G_n-\frac{\omega_0^2}{4\omega}\left(F_n^2+F_{n-1}^2\right).$$

The exact $S_n$ is odd in $\omega_0$, so this quadratic term is pure error. The GRWA breaks the symmetry $\omega_0\to-\omega_0$ because conjugation with $\sigma_x$ exchanges the kept one-photon element with the dropped one. The earlier numbers ($\omega=0.1$, $\omega_0=0.02$, $g=0.06$ Ha) show both sides. The level from $|e,0\rangle$ improves, from $-0.0311325$ to $-0.0314820$ Ha against the exact $-0.0316796$ Ha. The lowest splitting becomes $-0.0314820+0.0408675=0.0093855$ Ha against the exact $0.0096742$ Ha, about $3\%$ low relative to the exact value where DO was $0.6\%$ high. The trace of the block is fixed, so the level from $|g,1\rangle$ rises by the amount that $|e,0\rangle$ fell, about $0.00035$ Ha, while its full second-order shift is only $+0.0000856$ Ha. For doublet splittings the simpler formula is the more accurate as $\omega_0/\omega\to0$ at fixed $g$, because its error is cubic in $\omega_0$ and that of the GRWA is quadratic. For $\omega_0\le\omega$ the level repulsion in (12) always puts $S_n^{\rm GRWA}$ at or below $\omega_0G_n$, so at finite $\omega_0$ the order can reverse only where $\omega_0G_n$ lies above $S_n$ and the GRWA shift is less than twice that excess. Large $\lambda$ alone is not enough: for $n=0$, $\omega_0=0.2\,\omega$ and $\lambda=1.2$ or $1.8$, $\omega_0G_0$ already lies below $S_0$ and the GRWA shift increases the error.

**Q.** Is any GRWA level controlled by a theorem?

**A.** Three are upper bounds. $E_0$ is the expectation value of $H$ in the normalized state $U^\dagger|g,0\rangle$ of parity $+1$, so $E_0\ge E_0^{+}$. Block $0$ is the exact restriction of $H'$ to a two-dimensional subspace of parity $-1$. Its lower eigenvalue is an expectation value, so $E_{0,-}\ge E_0^-$. The subspace also contains a normalized vector orthogonal to the exact lowest state of that sector, because this is one linear condition on two amplitudes. Its expectation value is at least $E_1^-$ and at most $E_{0,+}$, so $E_{0,+}\ge E_1^-$. Moreover $E_{0,-}$ is the minimum over the subspace, so $E_0^-\le E_{0,-}\le E(e,0)$, and for this level the GRWA is never worse than DO. For higher blocks the argument fails, because elements joining them to lower states of the same parity have been dropped. The check asserts $E_0>E_0^+$, and $E_0^+<E_0^-$, over a range of couplings below, at and above resonance.

**Q.** A bound says nothing about size. How large is the ground-state error, and is it smaller than in the RWA?

**A.** At small $g$, the bare state $|g,0\rangle$ couples only to $|e,1\rangle$, so the exact level is $-\omega_0/2-g^2/(\omega+\omega_0)+O(g^4)$. The RWA error is $g^2/(\omega+\omega_0)$. Expanding (11) with $e^{-2\lambda^2}\approx1-2\lambda^2$ gives $E_0\approx-\omega_0/2-g^2(\omega-\omega_0)/\omega^2$. Therefore

$$E_0-E_0^+\approx g^2\,\frac{\omega^2-(\omega-\omega_0)(\omega+\omega_0)}{\omega^2(\omega+\omega_0)}=\frac{g^2\omega_0^2}{\omega^2(\omega+\omega_0)}.\tag{14}$$

This is the second-order effect of the dropped counter-rotating element, $(g\omega_0/\omega)^2/(\omega+\omega_0)$. The other dropped elements from $|g,0\rangle$ are of order $\lambda^2$ or higher and enter at $\lambda^4$. The ratio of the GRWA error to the RWA error is $\omega_0^2/\omega^2$ at leading order in $g$. The GRWA is better for $\omega_0<\omega$, equal at resonance, where both miss the Bloch–Siegert shift $-g^2/2\omega$ of the ground level, and worse for $\omega_0>\omega$. The check asserts both errors and their ratio in all three cases.

**Q.** Why should a method built for strong coupling lose to the RWA when the molecule is above the cavity?

**A.** Because the displacement $g/\omega$ is the right one only for a dipole that does not flip. Use a trial state $e^{-\eta\sigma_xA}|g,0\rangle$ with free $\eta$. The transformation sends $a\to a-\eta\sigma_x$, so the field and coupling terms become $\omega a^\dagger a+(g-\omega\eta)\sigma_x(a+a^\dagger)+\omega\eta^2-2g\eta$. The first two have zero expectation in $|g,0\rangle$, and the $\sigma_z$ term gives $-\frac{\omega_0}2e^{-2\eta^2}$. For small $\eta$,

$$E(\eta)\approx-\frac{\omega_0}2+(\omega+\omega_0)\eta^2-2g\eta=-\frac{\omega_0}2-\frac{g^2}{\omega+\omega_0}+(\omega+\omega_0)(\eta-\eta^*)^2,\qquad\eta^*=\frac g{\omega+\omega_0}.$$

The minimum equals the exact second-order energy. The RWA ground state is $\eta=0$, at distance $g/(\omega+\omega_0)$ below $\eta^*$. The GRWA ground state is $\eta=g/\omega$, at distance $g/\omega-g/(\omega+\omega_0)=g\omega_0/[\omega(\omega+\omega_0)]$ above it. Squaring and multiplying by $\omega+\omega_0$ reproduces both errors. The RWA does not displace the field at all and the GRWA displaces it too far, and the two distances are equal at $\omega_0=\omega$. For $\omega_0>\omega$ the dipole flips faster than the field can follow, and the full displacement is the poorer guess at weak coupling.

**Q.** At very strong coupling $G_n$ and $F_n$ vanish exponentially. I conclude that the GRWA becomes exponentially accurate.

**A.** It does not. The kept elements vanish exponentially at fixed $n$, but $\sum_mD_{mn}^2=1$ says that the weight has moved to dropped elements. For $n=0$ the weights $e^{-x}x^m/m!$ form a Poisson distribution centred at $m\approx x$. The shift (7) is $-\frac{\omega_0^2}{4\omega}y(x)$ with $y=e^{-x}J(x)$, and $J'=(e^x-1)/x$ gives $y'=-y+(1-e^{-x})/x$. Inserting $y=1/x+c/x^2+\dots$ and dropping $e^{-x}$, the $1/x$ terms cancel and the $1/x^2$ terms give $-1=-c$. With $x=4g^2/\omega^2$,

$$E_0-E_0^+\approx\frac{\omega_0^2}{4\omega x}\left(1+\frac1x\right)=\frac{\omega_0^2\,\omega}{16g^2}\left(1+\frac1x\right),\tag{15}$$

at second order in $\omega_0$ and large $x$. The absolute error decays only as $1/g^2$. A mean-field picture gives its meaning. Replace $a$ by a real number $q$. The spin Hamiltonian $2gq\sigma_x+\frac{\omega_0}2\sigma_z$ has lowest energy $-\sqrt{4g^2q^2+\omega_0^2/4}\approx-2g|q|-\omega_0^2/(16g|q|)$. Adding $\omega q^2$, the leading terms are minimal at $|q|=g/\omega$, where the energy is $-g^2/\omega-\omega_0^2\omega/16g^2$. Within each well the spin tilts slightly towards $|g\rangle$, which needs no tunnelling and is absent from (11). The expansion of the root requires $\omega_0\ll4g^2/\omega=x\omega$, not $\omega_0\ll\omega$, which suggests that the leading term survives at resonance. The check asserts this. For $\omega_0=\omega$ the error divided by $\omega_0^2\omega/16g^2$ is $1.0295$ at $\lambda=3$ and $1.0161$ at $\lambda=4$, close to $1+1/36$ and $1+1/64$.

**Q.** Then the hard case is resonance at intermediate coupling. Work it out.

**A.** Take $\omega=\omega_0=0.1$ Ha and $g=0.04$ Ha, so $\lambda=0.4$, $x=0.64$, $e^{-x/2}=0.726149$ and $g^2/\omega=0.016$ Ha. The polynomials are $L_1=1-0.64=0.36$, $L_2=1-2(0.64)+0.64^2/2=-0.0752$ and $L_1^1=2-x=1.36$. Multiplying by $0.726149$ gives $G_0=0.726149$, $G_1=0.261414$, $G_2=-0.054606$. From (10), $F_0=2(0.4)(0.726149)=0.580919$ and $F_1=0.580919\times1.36/\sqrt2=0.558650$. The ground level is $-0.016-0.726149\times0.1/2=-0.052307$ Ha. For block $0$,

$$E(e,0)=-0.016+\tfrac{0.1}2(0.726149)=0.020307,\qquad E(g,1)=0.1-0.016-\tfrac{0.1}2(0.261414)=0.070929,$$

and $b_0=\tfrac{0.1}2(0.580919)=0.029046$ Ha. The mean is $0.045618$, the half-detuning $0.025311$, and the root $\sqrt{0.025311^2+0.029046^2}=0.038527$ Ha. For block $1$, $E(e,1)=0.097071$, $E(g,2)=0.186730$ and $b_1=0.027932$ Ha, so the mean is $0.141901$, the half-detuning $0.044830$ and the root $0.052820$ Ha. Mean minus and plus root give the last column below. All entries are in Ha, and the exact levels are matched by parity and order.

| level | exact | RWA | DO | GRWA |
|---|---|---|---|---|
| ground | −0.058333 | −0.050000 | −0.052307 | −0.052307 |
| $0,-$ | 0.002337 | 0.010000 | 0.020307 | 0.007092 |
| $0,+$ | 0.080067 | 0.090000 | 0.070929 | 0.084145 |
| $1,-$ | 0.086933 | 0.093431 | 0.097071 | 0.089081 |
| $1,+$ | 0.193183 | 0.206569 | 0.186730 | 0.194720 |

The GRWA errors against the exact levels are $+0.0060$, $+0.0048$, $+0.0041$, $+0.0021$ and $+0.0015$ Ha. The first three are positive by the bounds above. The last two are positive here without a guarantee. The RWA errors lie between $+0.0065$ and $+0.0134$ Ha, and the DO errors for the excited levels between $0.0065$ and $0.0180$ Ha in modulus, with alternating sign because the level repulsion inside each block is missing.

**Q.** You claimed equal ground-state errors at resonance, and (14) gives $0.0080$ Ha. The table has $0.0083$ for the RWA and $0.0060$ for the GRWA.

**A.** The equality holds at order $g^2$ only. At $\omega_0=\omega$, (11) expands as $-\omega\lambda^2-\frac\omega2\left(1-2\lambda^2+2\lambda^4-\dots\right)=-\frac\omega2-\omega\lambda^4+\dots$. The quadratic terms cancel, and the GRWA level lies below the RWA level by about $\omega\lambda^4=0.1\times0.4^4\approx0.0026$ Ha, reduced by the next term of the alternating series to the difference $0.0023$ Ha seen in the table. For the observable polariton splitting $E_{0,+}-E_{0,-}$ the exact value is $0.077731$ Ha ($2.115$ eV). The GRWA gives $2\times0.038527=0.077054$ Ha ($2.097$ eV), about $1\%$ low relative to the exact value. The RWA gives $2g=0.080000$ Ha ($2.177$ eV), about $3\%$ high, and DO gives $2\times0.025311=0.050622$ Ha ($1.377$ eV), about $35\%$ low. The RWA does fairly well on this difference because its two level errors, $+0.0077$ and $+0.0099$ Ha, largely cancel.

**Q.** One point proves little. What happens over the whole range, and where should I not use (12)?

**A.** On a grid over $0\le\lambda\le1$ at $\omega_0=\omega=0.1$ Ha, the largest absolute error among the levels ground, $0,-$ and $0,+$ is $0.018$ Ha for DO and $0.010$ Ha for the GRWA. For the RWA it is $0.137$ Ha if the levels are matched by block label. That figure depends on the labelling: for $\lambda>\sqrt3-1\approx0.73$ the RWA level $2,-$ lies below $0,+$, and if the RWA levels are matched by parity and order the largest error is $0.065$ Ha. The GRWA therefore stays within about a tenth of $\omega$ for these three levels, while the RWA error reaches about $0.65\,\omega$ even in the more favourable matching. That is a result for this scan, not a bound for higher levels. For $\omega_0>\omega$ the ground level is worse than in the RWA at weak coupling, by (14), and a structural fault appears. States of equal parity and different $N$ can become degenerate, for example $|e,0\rangle$ and $|g,3\rangle$ near $\omega_0=3\omega$ at small $\lambda$. They lie in different blocks, so the GRWA lets the levels cross, while the exact levels of one parity cannot. The coupling that keeps them apart is of order $\lambda^3$. The dropped three-photon term $\frac{\omega_0}2D_{30}\approx2\sqrt6\,\lambda^3\omega$ is only one contribution to it and is largely cancelled by paths through intermediate states. Third order in $g$ applied to (1), through $|g,1\rangle$ and $|e,2\rangle$ with denominators $2\omega$ and $-2\omega$, gives the net value $-\frac{\sqrt6}{4}\lambda^3\omega$, eight times smaller and of opposite sign, and the exact half-gap is $0.61\,\lambda^3\omega$ at small $\lambda$. Beyond this, both approximations inherit the limits of the model (1): two states, no permanent dipoles, one mode and no loss. In a molecule, the two-state truncation has to be examined separately, even when $g$ is well below the distance to the next electronic level.

## Computed results

```
1 Ha = 27.211386 eV
(a) w = 0.1 Ha, w0 = 0.02 Ha, g = 0.06 Ha
lam = 0.6000, x = 1.4400, exp(-x/2) = 0.486752, g^2/w = 0.036000 Ha
(w0/w)^2 = 0.0400, w0^3/w^2 = 0.000800 Ha
n, L_n(x), G_n, S_DO (Ha), S_exact (Ha), relative error (%)
0 1.000000 0.486752 0.0097350 0.0096742 0.629
1 -0.440000 -0.214171 -0.0042834 -0.0043556 1.656
2 -0.843200 -0.410430 -0.0082086 -0.0082077 -0.011
3 -0.707264 -0.344262 -0.0068852 -0.0068460 -0.574
S_0: DO 0.26490 eV, exact 0.26325 eV
S_1: DO -0.11656 eV, exact -0.11852 eV
Ei(x) = 3.123751, Ei - ln x - gamma = 2.181892
second-order shift n=0: -0.0005170 Ha, n=1: 0.0000856 Ha
n=0 s=-1: DO -0.0408675, DO+2nd -0.0413845, exact -0.0413538 Ha
n=0 s=+1: DO -0.0311325, DO+2nd -0.0316494, exact -0.0316796 Ha
GRWA level from (e,0): -0.0314820 Ha
n=1 crossing g: DO 0.0500000 Ha, exact 0.0497494 Ha
n=1 crossing, sqrt(w^2-w0^2/4)/2 = 0.0497494 Ha
lam=1/2, w0/w=0.02: S_1 w^2/w0^3 = -0.15162, -exp(-1/2)/4 = -0.15163
(b) w = 0.1 Ha, w0 = 0.1 Ha, g = 0.04 Ha
lam = 0.4000, x = 0.6400, exp(-x/2) = 0.726149, g^2/w = 0.016000 Ha
L_1 = 0.360000, L_2 = -0.075200, L_1^1 = 1.360000
G_0 = 0.726149, G_1 = 0.261414, G_2 = -0.054606
F_0 = 0.580919, F_1 = 0.558650
block 0: E(e,n) 0.020307, E(g,n+1) 0.070929, coupling 0.029046 Ha
block 0: mean 0.045618, half detuning 0.025311, root 0.038527 Ha
block 1: E(e,n) 0.097071, E(g,n+1) 0.186730, coupling 0.027932 Ha
block 1: mean 0.141901, half detuning 0.044830, root 0.052820 Ha
level: exact, RWA, DO, GRWA (Ha)
ground: -0.058333 -0.050000 -0.052307 -0.052307
0,-: 0.002337 0.010000 0.020307 0.007092
0,+: 0.080067 0.090000 0.070929 0.084145
1,-: 0.086933 0.093431 0.097071 0.089081
1,+: 0.193183 0.206569 0.186730 0.194720
error against exact: RWA, DO, GRWA (Ha)
ground: +0.008333 +0.006025 +0.006025
0,-: +0.007663 +0.017971 +0.004755
0,+: +0.009933 -0.009138 +0.004078
1,-: +0.006498 +0.010138 +0.002148
1,+: +0.013386 -0.006452 +0.001538
small-g estimate of GRWA ground error: 0.008000 Ha
E(0,+)-E(0,-) exact: 0.077731 Ha = 2.1152 eV
E(0,+)-E(0,-) RWA: 0.080000 Ha = 2.1769 eV
E(0,+)-E(0,-) DO: 0.050622 Ha = 1.3775 eV
E(0,+)-E(0,-) GRWA: 0.077054 Ha = 2.0967 eV
scan w0=w=0.1 Ha, lam 0..1, levels ground, 0,-, 0,+: largest error
RWA 0.13666 Ha, DO 0.01797 Ha, GRWA 0.01012 Ha
ground error/(w0^2 w/16g^2), w0=w: lam=3 1.0295, lam=4 1.0161
```
